# Cauchy moments of hydrogen from repeated static Sternheimer solves: test program

```python
"""Dynamic dipole polarizability of hydrogen from repeated static solves.

Result under test (Hartree atomic units, fixed nucleus, |omega| < 3/8):
    alpha(omega) = sum_k S_k omega^(2k),  S_0 = 9/2,  S_1 = 319/12.
psi0 = exp(-r)/sqrt(pi) is the ground state and E0 = -1/2 its energy.
phi_n = z g_n(r) psi0 solves (H0-E0) phi_0 = -z psi0 and, for n > 0,
(H0-E0) phi_n = phi_(n-1).  The moments are S_k = -2 <z psi0|phi_2k>.
Independent checks use Cartesian differentiation, a Laguerre basis whose
decay differs from that of psi0, and real-time propagation.
"""
from fractions import Fraction
from math import factorial, pi, sqrt, cos, sin
import numpy as np
import sympy as sp
from scipy import constants
from scipy.special import roots_genlaguerre, eval_genlaguerre, gammaln

E0 = -0.5
MAX_ORDER = 24


def static_solve(source):
    """Polynomial g for a polynomial source; coefficients by rising power."""
    degree = len(source)
    g = [Fraction(0)] * (degree + 2)
    for m in range(degree, -1, -1):
        s = source[m - 1] if m > 0 else Fraction(0)
        g[m] = s / (m + 1) + Fraction(m + 4, 2) * g[m + 1]
    return g[:degree + 1]


def overlap(g, h):
    """<z g psi0 | z h psi0> in exact rational arithmetic."""
    total = Fraction(0)
    for i, a in enumerate(g):
        for j, b in enumerate(h):
            p = i + j
            total += a * b * Fraction(4 * factorial(p + 4), 3 * 2**(p + 5))
    return total


one = [Fraction(1)]
g_list = []
source = [Fraction(-1)]
for order in range(MAX_ORDER + 1):
    source = static_solve(source)
    g_list.append(source)
S = [-2 * overlap(one, g_list[2 * k]) for k in range(MAX_ORDER // 2 + 1)]
assert S[0] == Fraction(9, 2) and S[1] == Fraction(319, 12)

# Moving solves between bra and ket must leave every moment unchanged.
for k in range(1, 6):
    for a in range(2 * k):
        assert 2 * overlap(g_list[a], g_list[2 * k - 1 - a]) == S[k]

# Insert the solutions into the three-dimensional Schroedinger operator.
x, y, z = sp.symbols("x y z", real=True)
r3 = sp.sqrt(x**2 + y**2 + z**2)
previous = -z * sp.exp(-r3)
max_residual = 0.0
for n in range(4):
    poly = sum(sp.Rational(c.numerator, c.denominator) * r3**m
               for m, c in enumerate(g_list[n]))
    phi = z * poly * sp.exp(-r3)
    laplacian = sum(sp.diff(phi, q, 2) for q in (x, y, z))
    residual = -laplacian / 2 - phi / r3 + phi / 2 - previous
    evaluate = sp.lambdify((x, y, z), residual, "numpy")
    for point in ((0.3, -0.4, 0.7), (1.1, 0.5, -1.6), (-2.0, 1.3, 2.4)):
        max_residual = max(max_residual, abs(float(evaluate(*point))))
    previous = phi
assert max_residual < 1e-11

# Orthonormal p-wave basis: q^2 exp(-q/2) L_n^(4)(q), with q = 2*decay*r.
decay, n_basis, n_nodes = 0.7, 40, 80
scale = 2 * decay
q, weight = roots_genlaguerre(n_nodes, 2)
radius = q / scale
L = np.empty((n_basis, n_nodes))
D = np.empty_like(L)
for n in range(n_basis):
    norm = np.exp(0.5 * (gammaln(n + 1) - gammaln(n + 5)))
    L[n] = norm * eval_genlaguerre(n, 4, q)
    slope = -norm * eval_genlaguerre(n - 1, 5, q) if n else 0 * q
    D[n] = 2 * L[n] + q * slope - q * L[n] / 2
metric = (L * (weight * q**2)) @ L.T
assert np.max(abs(metric - np.eye(n_basis))) < 1e-9
H = (0.5 * scale**2 * (D * weight) @ D.T
     + scale**2 * (L * weight) @ L.T
     - scale * (L * (weight * q)) @ L.T)
H = (H + H.T) / 2


def project(g):
    """Basis components of z g(r) psi0."""
    values = np.polyval([float(c) for c in reversed(g)], radius)
    f = 2 * radius**2 * values * np.exp((decay - 1) * radius) / sqrt(3)
    return (L @ (weight * f)) / sqrt(scale)


dipole = project(one)
energies, vectors = np.linalg.eigh(H)
gaps = energies - E0
z_n = vectors.T @ dipole
strength = 2 * gaps * z_n**2
omega_1 = 3 / 8
f_2p = 2**13 / 3**9
assert abs(gaps[0] - omega_1) < 1e-8
assert abs(strength[0] - f_2p) < 1e-7
S_states = [np.sum(strength / gaps**(2 * k + 2)) for k in range(7)]
for k in range(7):
    assert abs(S_states[k] / float(S[k]) - 1) < 1e-7
limit_ratio = float(S[-1]) * omega_1**(2 * len(S)) / f_2p
assert abs(limit_ratio - 1) < 0.01


def finite_frequency(omega):
    """Solve both Sternheimer equations at the given frequency."""
    unit = np.eye(n_basis)
    plus = np.linalg.solve(H - (E0 + omega) * unit, -dipole)
    minus = np.linalg.solve(H - (E0 - omega) * unit, -dipole)
    return -dipole @ (plus + minus), plus, minus


def partial_sum(omega, terms):
    return sum(float(S[k]) * omega**(2 * k) for k in range(terms))


w = 0.1
alpha_direct, plus, minus = finite_frequency(w)
assert abs(partial_sum(w, len(S)) - alpha_direct) < 1e-7
for sign, solution in ((1, plus), (-1, minus)):
    series = sum((sign * w)**n * project(g) for n, g in enumerate(g_list))
    assert np.linalg.norm(series - solution) < 1e-6

# Remainder bounds, tested near and far from the resonance.
for freq in (0.1, 0.2, 0.3):
    exact_basis = finite_frequency(freq)[0]
    for terms in range(1, 5):
        rest = exact_basis - partial_sum(freq, terms)
        low = float(S[terms]) * freq**(2 * terms)
        high = low / (1 - (freq / omega_1)**2)
        assert low < rest < high


def real_time_alpha(omega, field=1e-4, ramp_periods=10, steps=3000):
    """Propagate under a smoothly switched field; analyse one full period.

    Very high pseudostates are dropped because they add almost nothing to
    alpha but would demand a much smaller time step.
    """
    keep = gaps < 20
    coupling = z_n[keep]
    size = np.linalg.norm(coupling)
    direction = coupling / size
    period = 2 * pi / omega
    dt = period / steps
    half_phase = np.exp(-0.5j * dt * gaps[keep])
    ground, excited = 1.0 + 0j, np.zeros(keep.sum(), complex)
    total = 0.0
    for step in range((ramp_periods + 1) * steps):
        t = (step + 0.5) * dt
        s = min(t / (ramp_periods * period), 1.0)
        envelope = s**3 * (10 - 15 * s + 6 * s**2)
        angle = dt * field * envelope * cos(omega * t) * size
        excited = half_phase * excited
        along = direction @ excited
        change = (cos(angle) - 1) * along - 1j * sin(angle) * ground
        ground = cos(angle) * ground - 1j * sin(angle) * along
        excited = half_phase * (excited + direction * change)
        if step >= ramp_periods * steps:
            moment = -2 * (ground.conjugate() * (coupling @ excited)).real
            total += moment * cos(omega * (step + 1) * dt)
    return 2 * total / (steps * field)


alpha_time = real_time_alpha(w)
assert abs(alpha_time / alpha_direct - 1) < 2e-4

bohr = constants.physical_constants["Bohr radius"][0]
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
volume = (bohr * 1e10)**3
for n in range(3):
    print(f"g_{n} coefficients, rising powers of r (a.u.):",
          ", ".join(str(c) for c in g_list[n]))
for p in range(4):
    value = overlap(one, [Fraction(0)] * p + one)
    print(f"<z^2 r^{p}> in psi0 = {value} a.u.")
for k in range(5):
    print(f"S_{k} = {S[k]} = {float(S[k]):.6f} a.u.")
for k in range(3):
    print(f"S_{k} from sum over basis states = {S_states[k]:.6f} a.u.")
print(f"largest 3D equation residual = {max_residual:.1e} a.u.")
print(f"lowest p excitation from basis = {gaps[0]:.6f} hartree")
print(f"2p oscillator strength from basis = {strength[0]:.6f} (no unit)")
print(f"S_{len(S)-1} omega_1^{2*len(S)} / f_2p = {limit_ratio:.5f} (no unit)")
print(f"example frequency = {w:.1f} hartree = {w*hartree_ev:.4f} eV")
for terms in range(1, 6):
    print(f"alpha(0.1), {terms} terms = {partial_sum(w, terms):.6f} a.u.")
print(f"alpha(0.1), finite-frequency solve = {alpha_direct:.6f} a.u.")
print(f"alpha(0.1), real-time propagation = {alpha_time:.4f} a.u.")
low = float(S[2]) * w**4
high = low / (1 - (w / omega_1)**2)
print(f"two-term remainder at 0.1 = {alpha_direct-partial_sum(w,2):.6f} a.u.")
print(f"its lower bound = {low:.6f} a.u.")
print(f"its upper bound = {high:.6f} a.u.")
alpha_03 = finite_frequency(0.3)[0]
for terms in (2, 5, 13):
    print(f"alpha(0.3), {terms} terms = {partial_sum(0.3, terms):.4f} a.u.")
print(f"alpha(0.3), finite-frequency solve = {alpha_03:.4f} a.u.")
print(f"alpha(0) = {float(S[0])*volume:.5f} cubic angstrom")
print(f"alpha(0.1) = {alpha_direct*volume:.5f} cubic angstrom")
print("PASS")
```

Output:

```
g_0 coefficients, rising powers of r (a.u.): -1, -1/2
g_1 coefficients, rising powers of r (a.u.): -11/6, -11/12, -1/6
g_2 coefficients, rising powers of r (a.u.): -287/72, -287/144, -31/72, -1/24
<z^2 r^0> in psi0 = 1 a.u.
<z^2 r^1> in psi0 = 5/2 a.u.
<z^2 r^2> in psi0 = 15/2 a.u.
<z^2 r^3> in psi0 = 105/4 a.u.
S_0 = 9/2 = 4.500000 a.u.
S_1 = 319/12 = 26.583333 a.u.
S_2 = 297541/1728 = 172.188079 a.u.
S_3 = 289165453/248832 = 1162.091102 a.u.
S_4 = 7175468425141/895795200 = 8010.166191 a.u.
S_0 from sum over basis states = 4.500000 a.u.
S_1 from sum over basis states = 26.583333 a.u.
S_2 from sum over basis states = 172.188079 a.u.
largest 3D equation residual = 1.8e-15 a.u.
lowest p excitation from basis = 0.375000 hartree
2p oscillator strength from basis = 0.416197 (no unit)
S_12 omega_1^26 / f_2p = 1.00265 (no unit)
example frequency = 0.1 hartree = 2.7211 eV
alpha(0.1), 1 terms = 4.500000 a.u.
alpha(0.1), 2 terms = 4.765833 a.u.
alpha(0.1), 3 terms = 4.783052 a.u.
alpha(0.1), 4 terms = 4.784214 a.u.
alpha(0.1), 5 terms = 4.784294 a.u.
alpha(0.1), finite-frequency solve = 4.784300 a.u.
alpha(0.1), real-time propagation = 4.7843 a.u.
two-term remainder at 0.1 = 0.018467 a.u.
its lower bound = 0.017219 a.u.
its upper bound = 0.018537 a.u.
alpha(0.3), 2 terms = 6.8925 a.u.
alpha(0.3), 5 terms = 9.6599 a.u.
alpha(0.3), 13 terms = 10.5390 a.u.
alpha(0.3), finite-frequency solve = 10.5639 a.u.
alpha(0) = 0.66683 cubic angstrom
alpha(0.1) = 0.70896 cubic angstrom
PASS
```
